# Paschen's Voltage and Its Minimum, Applied to Interconnect Air Gaps, part 1

(Sections cited here and not found follow in the second part.)

## From one electron to the onset condition

### A gap that just replaces its electrons

Let one electron leave the cathode of a gas-filled gap, and suppose that on its way to the anode it and its descendants ionize 100 molecules. The 100 positive ions drift back to the cathode. If each has a chance of 0.01 of releasing a new electron there, the ions release on average $100\times0.01=1$ electron. The first electron has been replaced, and the process can repeat without any outside source.

Each ionization adds one electron, so $1+100=101$ electrons reach the anode. If the number grows with distance as $e^{\alpha x}$, the balance at gap width $d$ requires

$$e^{\alpha d}=101,\qquad \alpha d=\ln 101=4.615 .$$

The voltage has not appeared yet. It enters through $\alpha$, which depends on the field. Paschen's voltage is the voltage at which $\alpha d$ reaches the required value. The steps below replace the numbers 100 and 0.01 by general ones and supply the dependence of $\alpha$ on field and pressure.

### Conventions and assumptions

The cathode is at $x=0$ and the anode at $x=d$. Both are flat, bare metal, and the field has the uniform magnitude $E=V/d$. This requires the charge in the gas to be too small to disturb the field, which is reasonable at onset, where the current can be as small as one likes.

Electrons move toward $+x$ and positive ions toward $-x$. Since their charges are opposite, both carry electric current toward $-x$. The symbols $J_e$ and $J_i$ denote the positive magnitudes of these two current densities, so the total is $J=J_e+J_i$, with no minus sign.

The growth coefficient $\alpha$ is the number of new electron-ion pairs made per electron and per unit length along the field. The secondary coefficient $\gamma$ is the mean number of electrons released by one ion arriving at the cathode. It is taken as constant. Attachment of electrons to molecules, loss of ions on the way, release of electrons by light, and field emission are left out of the derivation.

The pressure $p$ is used as a measure of gas density. Ionization depends on how many molecules an electron meets, and the ideal-gas law gives the number density as $N=p/(k_BT)$. All pressures in the formulas are therefore reduced to 293 K: a gas at actual pressure $p_T$ and temperature $T$ has

$$p=p_T\,\frac{293\ \mathrm{K}}{T}.$$

The practical units are Torr for $p$, cm for $d$ and V/cm for $E$.

### Current balance in the gas

Consider a thin slab between $x$ and $x+dx$. Each electron that crosses it makes $\alpha\,dx$ new electrons on average. In the steady state no charge accumulates, so the electron current leaving the slab exceeds the current entering it by that fraction:

$$J_e(x+dx)-J_e(x)=\alpha J_e(x)\,dx .$$

Dividing by $dx$ gives

$$\frac{dJ_e}{dx}=\alpha J_e .$$

The field is uniform, so $\alpha$ does not depend on $x$, and

$$J_e(x)=J_e(0)e^{\alpha x}.$$

Every ionization also makes one ion. Ions enter the slab at $x+dx$ and leave it at $x$, so the ion current is larger on the cathode side:

$$J_i(x)-J_i(x+dx)=\alpha J_e(x)\,dx,\qquad \frac{dJ_i}{dx}=-\alpha J_e .$$

Adding the two differential equations gives $dJ/dx=0$. The total current is the same at every $x$, as conservation of charge demands in a steady state.

The anode emits no ions, so $J_i(d)=0$. The total current, evaluated at the anode, is therefore

$$J=J_e(d)=J_e(0)e^{\alpha d}.$$

At the cathode the ion current is what remains after the electron part is subtracted:

$$J_i(0)=J-J_e(0)=J_e(0)\left(e^{\alpha d}-1\right).$$

The bracket is the number of ions made by one electron leaving the cathode. The $-1$ is there because the starting electron was not made in the gas and has no ion as partner.

Now let an outside cause, such as weak illumination, release electrons from the cathode with current density $J_0$. The ions add their share:

$$J_e(0)=J_0+\gamma J_i(0)
=J_0+\gamma\left(e^{\alpha d}-1\right)J_e(0).$$

It is convenient to name the feedback factor

$$M=\gamma\left(e^{\alpha d}-1\right).$$

Moving the term with $J_e(0)$ to the left gives $(1-M)J_e(0)=J_0$. For $M<1$ one may divide by $1-M$, and multiplication by $e^{\alpha d}$ then gives the total current:

$$J=\frac{J_0e^{\alpha d}}{1-\gamma(e^{\alpha d}-1)} .$$

For $\alpha d=3$ and $\gamma=0.01$ the numerator is $20.086\,J_0$, the feedback factor is $0.01\times19.086=0.19086$, and the ratio is $J/J_0=24.823$. A finite-difference solution of the two current equations with their boundary conditions, on 300 intervals, gives 24.824. The small difference comes from the finite step.

### Why the onset is at unit feedback

The same result follows from counting generations. One electron released by the outside cause leads to $M$ secondary electrons at the cathode. These lead to $M^2$, then $M^3$, and so on. Each cathode electron delivers $e^{\alpha d}$ electrons to the anode, so the mean number delivered in all is

$$e^{\alpha d}\left(1+M+M^2+\cdots\right).$$

For $0\le M<1$ the geometric series has the sum $1/(1-M)$, and the steady-current formula is recovered. An explicit sum over 60 generations for the case above gives 24.823.

For $M\ge1$ the terms do not shrink and the series has no finite sum. The steady formula then has a zero or negative denominator. A negative value does not describe a reversed current. It shows that no steady state exists with the assumed constant $\alpha$ and $\gamma$ and a positive $J_0$. For $M>1$ each generation is on average larger than the last, and the current rises until something left out of the model intervenes, such as charge in the gas or resistance in the circuit.

At the border, the cathode condition with $J_0=0$ reads $(1-M)J_e(0)=0$. A current without an outside source is possible in the steady state if and only if $M=1$. This is the onset of a self-sustained discharge:

$$\gamma\left(e^{\alpha d}-1\right)=1 .$$

Division by $\gamma$, addition of 1 and a logarithm give

$$e^{\alpha d}=1+\frac1\gamma,\qquad
\alpha d=L,\qquad L=\ln\left(1+\frac1\gamma\right).$$

For $\gamma=0.01$ this is the opening example, with $L=4.615$.

Two remarks matter in use. First, $M$ is a mean. A single starting electron may fail to start a discharge even when $M>1$, because its ions, or those of a later generation, may by chance release nothing. A gap above onset also needs at least one starting electron, and waiting for it can delay breakdown. Second, $L$ depends on $\gamma$ through a logarithm. For small $\gamma$, $L\approx\ln(1/\gamma)$, so a tenfold smaller $\gamma$ adds about 2.3 to $L$. That is a mild change for a factor of ten, but not a negligible one beside 4.6.

### How growth depends on field and pressure

An electron gains energy from the field between collisions. If field and gas density are both doubled, the distances between collisions are halved, and the energy gained between two collisions is unchanged. The chance of ionization per collision is then unchanged too, while the number of collisions per unit length is doubled. Hence

$$\frac{\alpha}{p}=f\!\left(\frac Ep\right),$$

with a function $f$ that depends on the gas. The argument holds when electrons meet molecules one at a time, when those molecules are in their normal state, and when the gap is long enough for the electrons to settle into a steady distribution of energies.

Scaling does not fix $f$. A simple picture suggests a form. Let all electrons move along the field, let the mean free path be $\lambda$, and let an electron be brought to rest by each collision. It ionizes at the end of a free flight if it has gained at least the ionization energy $eV_i$. The flight must then be at least as long as $x_i$, where

$$eEx_i=eV_i,\qquad x_i=\frac{V_i}{E}.$$

Free flights have the probability density $e^{-y/\lambda}/\lambda$, so the chance that a flight is long enough is

$$\int_{x_i}^{\infty}\frac{e^{-y/\lambda}}{\lambda}\,dy=e^{-h},
\qquad h=\frac{x_i}{\lambda}=\frac{V_i}{E\lambda}.$$

In a large number $n$ of flights one electron travels the length $n\lambda$ and ionizes $ne^{-h}$ times. Its rate of ionization per unit length is therefore $e^{-h}/\lambda$. The mean free path is inversely proportional to density; writing $\lambda=1/(Ap)$ gives $h=AV_ip/E$ and the rate

$$Ap\,\exp\left(-\frac{AV_ip}{E}\right).$$

This has the form

$$\frac{\alpha}{p}=A\exp\left(-\frac{Bp}{E}\right),\qquad B=AV_i .$$

Two million random flights with $h=1$ give 0.3679 ionizations per mean free path, in agreement with $e^{-1}=0.3679$.

### Why the constants must be fitted

The rate just found belongs to one electron followed through many collisions. The growth of a whole avalanche is slower in the same picture, because many of its electrons are newly made and have not yet had room to gain energy.

Let $n(x)$ be the mean number of electrons at distance $x$ from a single electron that started at rest. Either its first flight extends beyond $x$, or it ends at some $y<x$. In the second case one electron restarts from $y$ if $y<x_i$, and two restart if $y>x_i$. With $m(y)=1$ or 2 accordingly,

$$n(x)=e^{-x/\lambda}+\int_0^x\frac{e^{-y/\lambda}}{\lambda}\,m(y)\,n(x-y)\,dy .$$

Far from the start, try $n\propto e^{sx}$ with $s>0$. The first term dies out, the upper limit may be moved to infinity, and division by $e^{sx}$ leaves

$$1=\int_0^\infty\frac{e^{-(1/\lambda+s)y}}{\lambda}\,m(y)\,dy
=\frac{1+e^{-h(1+s\lambda)}}{1+s\lambda}.$$

The 1 in the numerator comes from the electron that always restarts, and the exponential from the second electron, present only for $y>x_i$. Multiplying by $1+s\lambda$ and subtracting 1 gives

$$s\lambda=e^{-h(1+s\lambda)}=e^{-h}\,e^{-sx_i}.$$

The last factor shows the cause of the slower growth. Electrons able to ionize now have been in flight over at least the distance $x_i$, and the population was smaller by $e^{-sx_i}$ that far back.

To solve for $s$, multiply by $h\,e^{hs\lambda}$:

$$(hs\lambda)e^{hs\lambda}=he^{-h},\qquad
s\lambda=\frac{W(he^{-h})}{h}.$$

Here $W(z)$ is the Lambert function, the solution of $We^W=z$, on the branch that is positive for positive $z$. At $h=1$ it gives $s\lambda=0.2785$, well below 0.3679. A direct numerical solution of the equation for $n(x)$ out to 20 mean free paths, with the slope taken over the last five, also gives 0.2785.

For large $h$ the argument $he^{-h}$ is small, $W(z)\approx z$, and $s\lambda$ approaches $e^{-h}$; the same holds as $h\to0$, where both tend to 1. In between, the ratio $s\lambda/e^{-h}=e^{-sx_i}$ drops below 1, with its lowest value 0.757 at $h=1$. The free-flight picture thus suggests an exponential dependence on $p/E$ without giving it exactly, and it does not turn fitted values of $A$ and $B$ into a mean free path and an ionization energy. In what follows the exponential law is an empirical form, and $A$ and $B$ are constants fitted to the measured growth coefficient of the gas over a stated range of $E/p$.

## Paschen's curve, its minimum and a 30 nm gap

### Symbols and results carried over

A gap of width $d$ holds gas at pressure $p$, reduced to 293 K, in a uniform field $E=V/d$. The avalanche growth coefficient is $\alpha=Ap\exp(-Bp/E)$, with constants $A$ and $B$ fitted for the gas. Each ion reaching the cathode releases $\gamma$ electrons on average. The discharge becomes self-sustained when

$$\alpha d=L,\qquad L=\ln\left(1+\frac1\gamma\right).$$

In the simple free-flight picture, $\lambda$ is the mean free path, $V_i$ the ionization potential and $h=V_i/(E\lambda)$. The avalanche there grows at the rate $s=W(he^{-h})/(h\lambda)$, where $W$ is the Lambert function.

### The onset voltage

Since $E=V/d$, the exponent is $Bp/E=Bpd/V$. The onset condition becomes

$$A\,pd\,\exp\left(-\frac{B\,pd}{V}\right)=L .$$

Pressure and gap width now appear only as the product $pd$. Division by $A\,pd$ and a logarithm give

$$-\frac{B\,pd}{V}=\ln\frac{L}{A\,pd},\qquad
\frac{B\,pd}{V}=\ln\frac{A\,pd}{L}.$$

Solving for the voltage,

$$V=\frac{B\,pd}{\ln(A\,pd/L)} .$$

This is Paschen's voltage. It must be positive, so the logarithm must be positive, which requires

$$pd>\frac LA .$$

The limit has a direct meaning. At any finite voltage the exponential factor in $\alpha$ is below 1, so $\alpha d<A\,pd$. If $A\,pd\le L$, the required growth cannot be reached at any voltage. Code that evaluates the formula should test this condition first: below the limit the expression returns a negative number, which has no meaning as an onset voltage.

The onset condition has given Paschen's voltage as a function of the product $pd$ alone, with no onset at any voltage when $pd\le L/A$. What remains is to find the minimum of this curve, put in numbers for air, and see what limits a 30 nm gap.

Numbers in the example were calculated in double precision.
